\section*{Effective-medium threshold for hopping on a cubic lattice with blocked bonds}

\section*{Problem}

A particle hops between nearest neighbours of a simple cubic lattice with spacing $a$. Each bond is, independently of the others, open with probability $p$ or blocked. The hopping rate is $w_0$ in both directions across an open bond and zero across a blocked one. All sites have the same energy, the particles are so dilute that they do not meet, and every site is an equally likely starting point.

\begin{enumerate}
\item[(a)] Replace the random lattice by a uniform one with rate $w_m$. Find the condition on $w_m$ that makes the mean disturbance due to a single true bond vanish.
\item[(b)] Find the diffusion coefficient $D(p)$ in this effective-medium approximation (EMA), and the open fraction at which diffusion stops.
\item[(c)] Open bonds first join into a cluster that crosses a large crystal at $p_c\approx0.249$, a numerical value. Compare this with (b), and say where the EMA can be trusted.
\item[(d)] Evaluate $D$ for $a=0.39$~nm, attempt frequency $\nu=10^{13}$~s$^{-1}$, open barrier $0.35$~eV, $T=300$~K and $p=0.50$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Read site probabilities as potentials and hopping rates as conductances.
\item To find the resistance between two neighbours of a uniform lattice, superpose two problems: current fed in at one site and removed far away, and current fed in far away and removed at the other site.
\item Change one bond while holding the old potentials. Current is then no longer conserved at its two ends. Which extra current repairs this?
\item For (c), ask what the condition in (a) knows about how open bonds are connected.
\end{enumerate}

\section*{Solution}

\subsection*{From hopping to a resistor network}

The probability $P_i$ of finding the particle on site $i$ obeys
\begin{equation}
\frac{dP_i}{dt}=\sum_j w_{ij}(P_j-P_i),\qquad w_{ij}=w_{ji}.
\end{equation}
The net flow from $i$ to $j$ is $w_{ij}(P_i-P_j)$, which is Ohm's law with potential $P_i$ and conductance $w_{ij}$. At long times the density varies slowly in space and the flows nearly balance at each site, so the network's response to a mean gradient gives $D$. In a uniform lattice the particle makes $6w_m$ hops per unit time, each adding $a^2$ to the mean square displacement. Since $\langle r^2\rangle=6Dt$,
\begin{equation}
D=a^2w_m .
\end{equation}
In the random lattice, closed pockets carry no steady flow. The $D$ used here is therefore an average over all starting sites: the diffusion coefficient on the spanning cluster times that cluster's share of the sites.

\subsection*{(a) One true bond in the effective medium}

First find the resistance $R$ between neighbours $A$ and $B$ of the uniform lattice. Feed a current $I$ into $A$ and remove it far away. By symmetry each of the six bonds at $A$ carries $I/6$, so $I/6$ flows from $A$ to $B$. Now feed $I$ in far away and remove it at $B$; again $I/6$ flows from $A$ to $B$. In the sum of the two problems the distant currents cancel and the bond carries $I/3$. Its potential drop is $I/(3w_m)$, hence
\begin{equation}
R=\frac{1}{3w_m}.
\label{eq:R}
\end{equation}

Next apply a uniform gradient with drop $V_0=\psi_A-\psi_B$ along the bond, and change the conductance of this bond from $w_m$ to $w$. At the old potentials the bond would carry $wV_0$ instead of $w_mV_0$, so $A$ would lose an excess current $(w-w_m)V_0$ and $B$ would gain it. The correction to the potentials is therefore the one produced by feeding $(w_m-w)V_0$ into $A$ and removing it at $B$.

This current meets the conductance of the altered lattice between $A$ and $B$. The uniform lattice has $1/R$; taking out the old bond leaves $1/R-w_m$; the new bond adds $w$. The extra drop is
\begin{equation}
\delta V=\frac{(w_m-w)V_0}{1/R-w_m+w}
=\frac{w_m-w}{w+2w_m}\,V_0 ,
\label{eq:dV}
\end{equation}
where $1/R=3w_m$ was used. A poor conductor ($w<w_m$) takes a larger drop, as it should. The EMA demands that the mean extra drop vanish:
\begin{equation}
\left\langle\frac{w_m-w}{w+2w_m}\right\rangle=0 .
\label{eq:ema}
\end{equation}

\subsection*{(b) The diffusion coefficient}

For $w_m>0$ a blocked bond contributes $w_m/(2w_m)=1/2$, so
\begin{equation}
p\,\frac{w_m-w_0}{w_0+2w_m}+\frac{1-p}{2}=0 .
\end{equation}
Multiplying by $2(w_0+2w_m)$ and collecting terms,
\begin{align}
0&=2p(w_m-w_0)+(1-p)(w_0+2w_m)\nonumber\\
&=2w_m+w_0(1-3p),
\end{align}
and therefore
\begin{equation}
\frac{D}{D_0}=\frac{w_m}{w_0}=\frac{3p-1}{2}\quad(p>1/3),\qquad D_0=a^2w_0 .
\label{eq:D}
\end{equation}
For $p\le1/3$ there is no positive root, and $D=0$. (The first variation obtains this zero as the limit of a small leak.) The EMA threshold is thus $p=1/3$. This number is $w_mR$, the share of the current between two neighbours that takes the direct bond.

Near $p=1$ the line can be derived without the EMA. Let one bond along the gradient be missing from an otherwise perfect periodic lattice of $N$ sites with rate $w_0$. By (\ref{eq:dV}) with $w=0$, the drop across the gap is $V_0+V_0/2=\tfrac32V_0$. The drops along the gradient still add up to $NV_0$, because the mean gradient is fixed. The total current is then $w_0$ times all drops except the one across the gap:
\begin{equation}
w_0\left(NV_0-\tfrac32V_0\right).
\end{equation}
Missing bonds across the gradient carried no current and cost nothing. With $N(1-p)$ well-separated gaps along the gradient, $D/D_0=1-\tfrac32(1-p)$, which is (\ref{eq:D}). The EMA is therefore correct to first order in $1-p$.

\subsection*{(c) Comparison with random networks}

The table gives $D/D_0$ for random periodic networks of $20^3$ sites. The current equations were solved by conjugate gradients for eight samples at each $p$; the error is the standard error of the mean.

\begin{center}
\begin{tabular}{ccc}
$p$ & network & EMA\\
0.30 & $0.018\pm0.001$ & 0\\
0.333 & $0.045\pm0.001$ & 0\\
0.40 & $0.118\pm0.001$ & 0.100\\
0.50 & $0.253\pm0.002$ & 0.250\\
0.70 & $0.549\pm0.001$ & 0.550\\
0.90 & $0.8494\pm0.0004$ & 0.850
\end{tabular}
\end{center}

At the listed points with $p\ge0.50$ the two agree within about $0.003$. At $p=0.40$ the EMA is 15\% below the network value, and at $1/3$ it gives zero where the networks still conduct. Between $p=0.30$ and $1/3$ the network curve has a mean slope of about $0.8$, against $3/2$ for the EMA line just above its own threshold: the true curve flattens on its way to a lower threshold.

That threshold can be located by opening bonds in random order until a cluster joins two opposite faces of a cube. For edges of 8, 14 and 22 sites this happens at mean fractions $0.2387$, $0.2426$ and $0.2462$, with standard deviations $0.0322$, $0.0175$ and $0.0093$ between samples. A straight line through mean against standard deviation, continued to zero width, gives $0.249\pm0.001$ (statistical error).

A path count bounds the threshold from below. From a given site there are at most $6\cdot5^{n-1}$ paths of $n$ steps that never revisit a site, since the first step has six choices and each later one at most five. Each path is open with probability $p^n$, so the expected number of open ones is at most $\tfrac65(5p)^n$. This vanishes for large $n$ if $p<1/5$, and no infinite cluster can then exist. The value $0.249$ respects the bound.

The EMA threshold is too high by a third of the true value. Condition (\ref{eq:ema}) contains the rate distribution of one bond and the number $w_mR$ of a uniform lattice. It holds no information on whether open bonds join into a path, which is what decides the matter near $p_c$. The EMA value is thus an estimate, and it must not be used to rule out diffusion between $0.249$ and $1/3$.

\subsection*{(d) Numbers}

With $k_BT=0.02585$~eV,
\begin{align}
w_0&=\nu e^{-0.35/0.02585}=1.32\times10^{7}\ \mathrm{s^{-1}},\\
D_0&=(3.9\times10^{-8}\ \mathrm{cm})^2w_0=2.01\times10^{-8}\ \mathrm{cm^2/s}.
\end{align}
At $p=0.50$ the factor $(3p-1)/2$ is $0.25$, so $D=5.0\times10^{-9}$~cm$^2$/s. The mobility $eD/(k_BT)$ is $1.9\times10^{-7}$~cm$^2$/(V\,s). At $p=0.30$ the EMA gives no diffusion, while the network value corresponds to $(3.5\pm0.2)\times10^{-10}$~cm$^2$/s.

These parameters lie in the rough regime of lithium in perovskite titanates that also contain lanthanum. There the lithium sites form a nearly simple cubic lattice, and ions pass from cage to cage through windows of oxygen ions. The model departs from such a material in several ways.

\begin{itemize}
\item Lanthanum blocks whole sites, not single windows. If sites are blocked at random and the open-bond fraction is held at $0.50$ (free-site fraction $0.707$), the same network calculation gives $D/D_0=0.55$ per carrier on the free sites, about twice the value for blocked windows. This comparison isolates the geometry and does not describe the real titanates. There lanthanum fills one half to two thirds of the cages, so the free fraction is only $0.33$ to $0.5$. Random site blocking gives $D/D_0\approx0.13$ per carrier at a free fraction of $0.44$ and about $0.05$ at $0.38$, below the $0.25$ used above. Lanthanum also tends to order in layers, which random blocking ignores.
\item Open barriers vary. A Gaussian spread of $0.05$~eV about the same mean, put into (\ref{eq:ema}) and solved numerically at $p=0.50$, multiplies $D$ by $0.66$. The EMA overstates this reduction: random networks of $20^3$ sites with the same spread give a factor between about $0.75$ and $0.8$.
\item Tunnelling raises $w_0$ by about $(h\nu/k_BT)^2/24=11\%$ at leading order, if the curvature at the barrier top corresponds to the same frequency $\nu$. The quantised vibrations in the cage and across the window can change $w_0$ by a comparable amount and are not included.
\item Carriers repel each other. At $0.01$ carriers per site they are about $1.8$~nm apart. For a round permittivity $\varepsilon=100$, the energy $e^2/(\varepsilon r)$ (Gaussian units) is then $0.31\,k_BT$. Good lithium conductors of this family hold far more lithium, tenths of an ion per site, and there the dilute picture fails.
\end{itemize}

A field of $0.01$~MV/cm gives $eFa/(2k_BT)=0.0075$, so the response at $p=0.50$ stays linear. Close to the threshold, long dead ends make this one-hop estimate insufficient. Of the effects sized here, the blocking of sites instead of windows changes $D$ most.

\section*{Variation 1: blocked windows that leak}

Let a blocked bond have a small rate $w_1$ instead of zero. Condition (\ref{eq:ema}), multiplied by both denominators, reads
\begin{equation}
p(w_m-w_0)(w_1+2w_m)+(1-p)(w_m-w_1)(w_0+2w_m)=0 .
\end{equation}
Expanding and collecting powers of $w_m$,
\begin{equation}
2w_m^2+w_m\left[w_0(1-3p)+w_1(3p-2)\right]-w_0w_1=0 .
\end{equation}
The product of the roots is negative, so exactly one is positive. For $w_1\ll w_0$ there are three cases.
\begin{itemize}
\item Above $1/3$, the first two terms balance and (\ref{eq:D}) returns.
\item Below $1/3$, $w_m$ is small, the square can be dropped, and $w_m\approx w_1/(1-3p)$. This tends to zero with $w_1$, which justifies $D=0$ in (b).
\item At $1/3$, the bracket is $-w_1$ and negligible, so $w_m\approx\sqrt{w_0w_1/2}$.
\end{itemize}
The threshold has become a crossover.

For a blocked barrier of $0.60$~eV and the same attempt frequency, $w_1/w_0=e^{-0.25/0.02585}=6.3\times10^{-5}$ at 300~K. The EMA then gives $D/D_0=5.6\times10^{-3}$ at $p=1/3$ and $1.6\times10^{-4}$ at $p=0.20$. At 400~K the leak ratio is $7.1\times10^{-4}$, and the two values rise to $1.9\times10^{-2}$ and $1.8\times10^{-3}$. At $p=1/3$ and 300~K the leak value is still eight times smaller than the $0.045$ that random networks carry without any leak, so in the real lattice the paths of open bonds dominate there. At $p=0.20$ no such paths cross a large crystal, and the leak carries the flow. Random networks of $16^3$ sites with the 300~K leak then give about $2.1\times10^{-4}$, roughly a third more than the EMA.

A weaker contrast suits the EMA better. For $w_1=0.1\,w_0$ and $p=0.40$ it gives $0.304$ and the networks $0.307$, a difference of 1\% where full blocking gave 15\%.

\section*{Variation 2: how far a confined particle gets}

Below threshold the particle still moves within its cluster. To follow this, let the effective rate depend on the Laplace variable $s$. Let $G_0$ and $G_1$ be the transformed probabilities on the starting site and on a neighbour in the uniform medium. The master equation at the starting site reads
\begin{equation}
sG_0-1=6w_m(G_1-G_0).
\end{equation}
A unit source at $A$ and a unit sink at $B$ produce the drop $R=2(G_0-G_1)$, so
\begin{equation}
b\equiv w_mR=\frac{1-g}{3},\qquad g=sG_0 ,
\end{equation}
which replaces (\ref{eq:R}). With $1/R=w_m/b$ in the first form of (\ref{eq:dV}), the zero-mean condition becomes
\begin{equation}
p\,\frac{w_m-w_0}{w_m(1-b)+w_0b}+\frac{1-p}{1-b}=0
\;\Rightarrow\;
w_m=w_0\,\frac{p-b}{1-b}.
\end{equation}
Along each axis the return probability after time $t$ is $e^{-2\tau}I_0(2\tau)$ with $\tau=w_mt$ and $I_0$ the modified Bessel function. Hence $g$ depends on $u=s/w_m$ alone:
\begin{equation}
g(u)=u\int_0^\infty e^{-u\tau}\left[e^{-2\tau}I_0(2\tau)\right]^3d\tau .
\end{equation}
For $p<1/3$ and $s\to0$, $w_m$ vanishes, which requires $b=p$, that is $g(u)=1-3p$. This fixes $u$, and $w_m=s/u$. The transform of $\langle r^2\rangle$ is $6a^2w_m/s^2=6a^2/(us)$, which belongs to a constant:
\begin{equation}
\langle r^2\rangle_{t\to\infty}=\frac{6a^2}{u}.
\end{equation}

For small $p$, $u$ is large and $g\approx1-6/u$, so $u=2/p$ and $\langle r^2\rangle=3pa^2$. Direct counting agrees: with probability $6p$ one of the six bonds is open, and the particle ends on either of its two sites with equal chance, a mean of $a^2/2$.

At $p=0.20$ the root found numerically gives $1.70\,a^2$. Explicit clusters in random lattices of $60^3$ sites, with the particle ending uniformly over its own cluster, give about $3.9\,a^2$ (between $3.7$ and $4.1$ for different samples and edges up to 90 sites); at $p=0.02$ the two values are $0.0645\,a^2$ and about $0.066\,a^2$. The EMA is thus close at $p=0.02$, where about nine in ten of the clusters that contain an open bond are single bonds. It falls increasingly short as larger clusters form and $p$ approaches $0.249$.
